# Self-Consistent Scattering and Current Conservation in Recursive Green-Function Transport

## One site: what the setting controls

A quantum-transport calculation with scattering needs a choice of how far the scattering self-energy is iterated, and on which energy grid. These choices affect whether the computed current is the same through every cross-section of the device.

Take one site between two leads, at one energy \(E\). Each lead broadens the site by \(\Gamma\) and has occupation \(f_L\) or \(f_R\). Write \(G\) for the retarded Green function and

\[
G^<=iq,\qquad a=i(G-G^\dagger),\qquad G^>=G^<+G-G^\dagger=-i(a-q),
\]

so that \(q\) is the occupied and \(a-q\) the empty density of states, both times \(2\pi\). Let a scatterer have \(\Sigma^r=-i\gamma/2\) and \(\Sigma^<=i\sigma\): it removes electrons through \(\gamma\) and returns them through \(\sigma\). Then

\[
a=|G|^2(2\Gamma+\gamma),\qquad q=|G|^2[\Gamma(f_L+f_R)+\sigma].
\]

The left lead fills empty states at rate \(\Gamma f_L(a-q)\) and drains occupied ones at rate \(\Gamma(1-f_L)q\), so the current entering is \(j_0=\Gamma(f_La-q)\). Likewise \(j_1=\Gamma(q-f_Ra)\) leaves on the right. Hence

\[
j_1-j_0=\Gamma[2q-(f_L+f_R)a]=|G|^2\Gamma\,[2\sigma-(f_L+f_R)\gamma].
\]

With broadening alone, \(\sigma=0\), electrons vanish on the site. The currents agree if \(\sigma/\gamma=(f_L+f_R)/2\), that is, if the scatterer returns electrons with the occupation the site already has. For local elastic scattering, \(\sigma\) and \(\gamma\) are computed from the previous \(q\) and \(a\) with the same factor, so \(\sigma/\gamma=q/a\). On one site the coherent ratio \(q/a\) already has the required value, so a single update conserves current. In a chain the occupation varies from layer to layer and responds to the scattering, and iteration becomes necessary.

## The layered problem

Let \(H\) be Hermitian, in an orthonormal basis, and couple only neighbouring layers \(i=1,\dots,N\), with \(T_i=H_{i,i+1}\). Let \(\Sigma^r\) and \(\Sigma^<\), from leads and scattering together, be block diagonal, with \(\Sigma^{<\dagger}=-\Sigma^<\). Define

\[
M=E-H-\Sigma^r,\qquad G=M^{-1},\qquad G^<=G\Sigma^<G^\dagger .
\]

Thus \(M_{i,i+1}=-T_i\), \(M_{i+1,i}=-T_i^\dagger\), and \(G^{<\dagger}=-G^<\). Scattering needs the diagonal blocks of \(G^<\); the current needs the first off-diagonal ones.

**Forward sweep.** Cut the device after layer \(i\). Let \(\bar g\) be the inverse of \(M\) restricted to layers \(1,\dots,i\), with last diagonal block \(g_i\), and let \(g_i^<=\sum_{k\le i}\bar g_{ik}\Sigma_k^<\bar g_{ik}^\dagger\).

Now attach layer \(i+1\) and put a unit source there. The rows to its left give \(x_i=g_iT_ix_{i+1}\). Row \(i+1\) reads \(M_{i+1,i+1}x_{i+1}-T_i^\dagger x_i=1\), so

\[
g_{i+1}=(M_{i+1,i+1}-T_i^\dagger g_iT_i)^{-1}.
\]

For the enlarged inverse \(X\), the equation \(XM=1\) in columns \(k\le i\) gives \(X_{i+1,k}=g_{i+1}T_i^\dagger\bar g_{ik}\). Inserting this into \(\sum_kX_{i+1,k}\Sigma_k^<X_{i+1,k}^\dagger\) yields

\[
g_{i+1}^<=g_{i+1}\big(\Sigma_{i+1}^<+T_i^\dagger g_i^<T_i\big)g_{i+1}^\dagger .
\]

The start is \(g_1=M_{11}^{-1}\), \(g_1^<=g_1\Sigma_1^<g_1^\dagger\).

**Return sweep.** For the whole device abbreviate \(R=G_{i+1,i+1}\) and \(R^<=G^<_{i+1,i+1}\). The same argument with \(GM=1\) gives, for \(k\le i\),

\[
G_{i+1,k}=RT_i^\dagger\bar g_{ik}.
\]

The rows \(1,\dots,i\) of \(MG=1\), multiplied by \(\bar g\), give

\[
G_{ik}=\bar g_{ik}+g_iT_iG_{i+1,k}=(1+g_iT_iRT_i^\dagger)\,\bar g_{ik}.
\]

At \(k=i\) this is \(G_{ii}=g_i+g_iT_iRT_i^\dagger g_i\).

For the lesser function, multiply its definition by \(M\): \(MG^<=\Sigma^<G^\dagger\). Rows \(1,\dots,i\), multiplied by \(\bar g\), give for any column \(c\)

\[
G^<_{ic}=g_iT_iG^<_{i+1,c}+\sum_{k\le i}\bar g_{ik}\Sigma_k^<(G_{ck})^\dagger .
\]

For \(c=i+1\), \((G_{i+1,k})^\dagger=\bar g_{ik}^\dagger T_iR^\dagger\), and the sum becomes \(g_i^<T_iR^\dagger\):

\[
G^<_{i,i+1}=g_iT_iR^<+g_i^<T_iR^\dagger .
\]

For \(c=i\), \((G_{ik})^\dagger=\bar g_{ik}^\dagger(1+T_iR^\dagger T_i^\dagger g_i^\dagger)\). The first term needs

\[
G^<_{i+1,i}=-(G^<_{i,i+1})^\dagger=R^<T_i^\dagger g_i^\dagger+RT_i^\dagger g_i^<,
\]

where both lesser functions changed sign under the adjoint. Together,

\[
\begin{aligned}
G^<_{ii}={}&g_i^<+g_iT_iR^<T_i^\dagger g_i^\dagger\\
&+g_iT_iRT_i^\dagger g_i^<+g_i^<T_iR^\dagger T_i^\dagger g_i^\dagger .
\end{aligned}
\]

Start from \(G_{NN}=g_N\), \(G^<_{NN}=g_N^<\) and go down in \(i\). For layers of size \(m\) the work grows as \(Nm^3\), against \(N^3m^3\) for dense inversion. In a test with random complex layers of sizes 2, 3, 1, 4 and 2, all required blocks agreed with dense inversion to \(8\times10^{-16}\) in absolute value.

If scattering connects different layers, \(\Sigma\) is no longer block diagonal and these formulas fail. Merging the connected layers into larger blocks restores them if the merged self-energy is block diagonal.

## Current and its balance

The density matrix is \(\rho=-i\int G^<dE/2\pi\), and \(H\) moves it by \(i\hbar\dot\rho=[H,\rho]\). With \(z=\mathrm{Tr}[T_i^\dagger\rho_{i,i+1}]\), the electron flow from layer \(i\) to \(i+1\) is

\[
-\frac{1}{i\hbar}\mathrm{Tr}[T_i\rho_{i+1,i}-\rho_{i,i+1}T_i^\dagger]
=-\frac{z^*-z}{i\hbar}=\frac{2}{\hbar}\,\mathrm{Im}\,z .
\]

Since \(\mathrm{Im}(-i\zeta)=-\mathrm{Re}\,\zeta\), and \(2/(2\pi\hbar)=2/h\), the flow is \(h^{-1}\int j_i\,dE\) per spin, with

\[
j_i(E)=-2\,\mathrm{Re}\,\mathrm{Tr}[T_i^\dagger G^<_{i,i+1}],\qquad
I_i=\frac{2e}{h}\int j_i\,dE .
\]

The 2 in \(I_i\) is for spin; positive \(I_i\) means electrons moving right.

To compare neighbouring bonds, take the adjoint of \(MG^<=\Sigma^<G^\dagger\), which is \(G^<M^\dagger=G\Sigma^<\), and subtract:

\[
-[H,G^<]-\Sigma^rG^<+G^<\Sigma^{r\dagger}=\Sigma^<G^\dagger-G\Sigma^< .
\]

Trace over block \(i\). As \(\Sigma\) is block diagonal, factors may be cycled within the block:

\[
\mathrm{Tr}[H,G^<]_{ii}=\mathrm{Tr}\big[\Sigma_i^<(G-G^\dagger)_{ii}-(\Sigma^r-\Sigma^{r\dagger})_iG^<_{ii}\big].
\]

On the right, use \(G-G^\dagger=G^>-G^<\) and define \(\Sigma^>=\Sigma^<+\Sigma^r-\Sigma^{r\dagger}\); the two terms \(\Sigma^<G^<\) cancel. On the left, bond \(i\) contributes \(\mathrm{Tr}[T_iG^<_{i+1,i}-G^<_{i,i+1}T_i^\dagger]=j_i\), and bond \(i-1\), seen from its other end, contributes \(-j_{i-1}\). Thus

\[
j_i-j_{i-1}=\mathrm{Tr}[\Sigma_i^<G^>_{ii}-\Sigma_i^>G^<_{ii}].
\]

This is in-scattering minus out-scattering. In layer 1 the left-lead part of the trace is the entering current \(j_0\); in layer \(N\) the right-lead part is \(-j_N\). With these contact currents, only scattering terms remain on the right-hand side.

The sweep solves the equations for any given self-energies and does not make them conserving. One example is a small numerical broadening \(\Sigma^r=-i\eta\) without a matching \(\Sigma^<\). Then \(\Sigma^>=-2i\eta\), and with \(G^<=iq\) the layer loses \(2\eta\,\mathrm{Tr}\,q_{ii}\). Such a broadening should be absent, or small enough that its summed loss is negligible.

## Elastic scattering: how far to iterate

For local elastic scattering in the self-consistent Born approximation, each site \(a\) has \(\Sigma_{aa}=D\,G_{aa}\), for the retarded, lesser and greater functions alike; \(D\) is in eV². At self-consistency the right-hand side of the balance is

\[
D\sum_{a\in i}\big(G^<_{aa}G^>_{aa}-G^>_{aa}G^<_{aa}\big)=0,
\]

at each energy. Before that, \(\Sigma\) comes from the previous Green function. Let \(\Sigma'\) be the self-energy computed from the current one. Its balance vanishes, so it may be subtracted:

\[
j_i-j_{i-1}=\sum_{a\in i}\big[(\Sigma^<-\Sigma'^<)_{aa}G^>_{aa}-(\Sigma^>-\Sigma'^>)_{aa}G^<_{aa}\big].
\]

The leak is linear in \(\Sigma-\Sigma'\), the change that the next update makes to the self-energy. A small change therefore gives a small leak, but a small leak does not prove a small change. With \(\Sigma=0\) at the start the leak is zero although scattering is missing altogether. Convergence should be judged by the change in \(\Sigma\) together with the spread of the current.

## Phonons: how to choose the energy grid

For a local phonon of energy \(\omega\), thermal occupation \(n\) and strength \(P\), site by site,

\[
\begin{aligned}
\Sigma^<(E)&=P[(n+1)G^<(E+\omega)+nG^<(E-\omega)],\\
\Sigma^>(E)&=P[(n+1)G^>(E-\omega)+nG^>(E+\omega)].
\end{aligned}
\]

The \(n+1\) part of the integrated balance is

\[
P(n+1)\int\big[G^<(E+\omega)G^>(E)-G^>(E-\omega)G^<(E)\big]dE=0,
\]

because \(E\to E+\omega\) turns the second product into the first. The \(n\) part cancels in the same way. The total current is conserved, while \(j_i(E)\) may change between layers.

A discrete sum with equal weights inherits this if \(\omega\) is a whole number of steps on a uniform grid and partners outside the window are dropped from both self-energies. Each remaining product then occurs twice with opposite signs. If values between grid points are interpolated, the upward and downward shifts must be transposes of each other under the integration weights; otherwise the cancellation is not guaranteed, even at convergence. Transposed shifts conserve the integrated current, but linearly interpolated values do not satisfy detailed balance exactly, so a small \(j(E)\) and a small heat flow remain even at zero bias.

Weighting the balance with \(E\) gives the heat. An emission enters once with \(E\) and once with \(-(E+\omega)\), and so removes \(\omega\); an absorption adds \(\omega\). Therefore

\[
\int E\,(j_0-j_N)\,dE=\omega\times(\text{emission}-\text{absorption}),
\]

with both event rates in the same units as \(\int j\,dE\).

The example below sets \(\Sigma^r=(\Sigma^>-\Sigma^<)/2\) for the phonon part, leaving out its Hermitian part. This alters level positions and spectral weight. It does not affect conservation, since the balance contains only \(\Sigma^r-\Sigma^{r\dagger}\).

## A ten-layer ladder

The device has ten layers of two sites, all hoppings of magnitude 1 eV, and a barrier of 0.30 eV on layers 4 to 6. The leads continue the ladder. The chemical potentials are \(\pm0.10\) eV at 300 K, and the potential profile is held fixed. The scattering parameters are \(D=0.10\) eV², \(P=0.05\) eV² and \(\omega=0.060\) eV, so \(n=0.109\). The step of 0.005 eV makes \(\omega\) twelve steps.

Without barrier or scattering two modes transmit fully, and \(\int(f_L-f_R)dE=0.20\) eV. With \(2e^2/h=77.48\) µA/V,

\[
I=77.48\times2\times0.20=30.99\ \text{µA}.
\]

The barrier lowers this to 30.63 µA, elastic scattering to 22.87 µA, and phonons in addition to 20.53 µA. The last value is found at all eleven interfaces, contacts included.

Starting from \(\Sigma=0\), the spread of the current, (largest − smallest)/mean, develops as follows:

| Updates of \(\Sigma\) | Relative spread |
|---|---|
| 0 | \(1.1\times10^{-15}\) |
| 1 | \(1.2\times10^{-1}\) |
| 2 | \(7.7\times10^{-3}\) |
| 4 | \(8.2\times10^{-5}\) |
| 8 | \(1.7\times10^{-6}\) |
| 21 | \(4.5\times10^{-12}\) |

The first row is the false signal described above: perfect conservation, at a current 49% above the converged one. One update gives a 12% disagreement between interfaces, so "the current" then depends on where it is read. Four updates suffice here for a spread below \(10^{-4}\). That count belongs to this length and scattering strength and should not be carried over to another device.

With phonons, \(j(E)\) is not conserved. At \(E=+0.10\) eV it falls from 0.735 at the left contact to 0.612 at the right; at \(-0.10\) eV it rises from 0.601 to 0.726. Electrons move down in energy on their way. With elastic scattering alone, \(j(E)\) varied between interfaces by at most \(1.5\times10^{-11}\). A layer-dependent \(j(E)\) is thus an error in an elastic calculation and expected in an inelastic one.

The mean energy carried by the current drops from 4.85 meV to \(-4.02\) meV. The heat given to phonons is

\[
20.53\ \text{µA}\times8.87\ \text{mV}=0.182\ \text{µW},
\]

which equals \(\omega\) times the net emission rate, computed separately. The total power is \(20.53\times0.20=4.11\) µW, so about 4% is released in the ten layers and the rest in the leads.

Doubling the step to 0.01 eV and narrowing the window from \(\pm0.60\) to \(\pm0.50\) eV changed the current by a relative \(3\times10^{-8}\). This supports the grid for this smooth case. Sharp resonances need a step well below their width.

## Real devices

Calculations of this kind are used for silicon nanowire and nanosheet transistors. The ladder is not a model of such a channel: it conducts well inside two overlapping bands, about 1 eV from the nearest lead band edges, as a metal does. Only its phonon energy is similar, since the optical phonons of silicon lie roughly at 60 meV. The two-site layer is far simpler than a real cross-section, and \(D\) and \(P\) are round values, strong enough to act over ten layers; they are not fitted to silicon. One assumption that can fail badly in such a device is the fixed potential. In the model, the energies that carry current stay well inside both bands even on the barrier layers, and the barrier costs only 1% of the coherent current (the figure depends on the barrier width through interference, and is between 1% and about 3% for one to seven layers). In a transistor below threshold, if tunnelling through the barrier is small, current is carried by the thermal tail above the barrier, and a barrier shift \(\delta\) changes it by about \(e^{-\delta/kT}\): a factor of 2.7 for 26 meV at 300 K. The potential must then be calculated, not assumed. Once the channel holds enough charge to shift the barrier, charge and potential must be iterated together with the scattering.

## Choosing the settings

- Iterate until both the change in \(\Sigma\) and the current spread are small compared with the accuracy wanted. Do not accept the spread alone.
- Build \(\Sigma^r\), \(\Sigma^<\) and \(\Sigma^>\) from the same Green function, with \(\Sigma^>-\Sigma^<=\Sigma^r-\Sigma^{r\dagger}\).
- For phonons, make \(\omega\) a whole number of energy steps, or use transposed interpolation and check that \(j(E)\) and the heat are negligible at zero bias. Then vary the step and the window.
- If a spread remains after \(\Sigma\) has stopped changing, more iterations will not remove it. Look for unmatched broadening, inconsistent self-energies or an unbalanced grid.

The full set of values is in the numerical output.

## Computed results

```
layers 10, sites per layer 2, hopping 1.00 eV
barrier 0.30 eV on layers 4 5 6
chemical potentials left +0.10 eV, right -0.10 eV
temperature 300 K, kT = 0.025852 eV
elastic strength D = 0.100 eV^2
phonon strength P = 0.050 eV^2, energy 0.060 eV
phonon occupation n = 0.10887
energy grid -0.60 to 0.60 eV, step 0.005 eV, 241 points
random blocks: largest sweep-dense difference 8.1e-16
random blocks: largest layer inflow 1.2622
coherent transmission at E = 0: 1.97818
current, coherent, no barrier: 30.99237 uA
current, coherent, barrier: 30.62728 uA
current, elastic scattering: 22.86853 uA
current, elastic + phonon: 20.53336 uA
elastic: largest layer spread of j(E) 1.5e-11
elastic + phonon, current at each interface (0 = left contact):
  interface  0: 20.53335617 uA
  interface  1: 20.53335617 uA
  interface  2: 20.53335617 uA
  interface  3: 20.53335617 uA
  interface  4: 20.53335617 uA
  interface  5: 20.53335617 uA
  interface  6: 20.53335617 uA
  interface  7: 20.53335617 uA
  interface  8: 20.53335617 uA
  interface  9: 20.53335617 uA
  interface 10: 20.53335617 uA
relative spread of current over interfaces, by Born update:
  after  0 updates: 1.123e-15
  after  1 updates: 1.208e-01
  after  2 updates: 7.742e-03
  after  4 updates: 8.208e-05
  after  8 updates: 1.705e-06
  after 16 updates: 6.537e-10
  after 21 updates (converged): 4.5e-12
energy-resolved j(E), left contact and right contact:
  E = -0.10 eV: 0.60093  0.72578
  E = -0.05 eV: 1.08106  1.22206
  E = +0.00 eV: 1.25866  1.25771
  E = +0.05 eV: 1.23121  1.08960
  E = +0.10 eV: 0.73532  0.61152
largest layer spread of j(E) with phonons: 0.16212
local occupation at E = 0, layers 1, 5, 10: 0.66875 0.52006 0.35277
mean energy of current, left contact: 4.8517 meV
mean energy of current, right contact: -4.0166 meV
heat to phonons from contact currents: 0.182096 uW
heat to phonons from net emission: 0.182096 uW
total power I*V: 4.106671 uW
relative current change, coarser grid and window: 3.1e-08
```
